# Ballistic conductance of a half-filled square lattice along [10] and [11]

## Problem

Independent electrons move on a wide square lattice with spacing $a$ and nearest-neighbour hopping $t>0$. Their energy is

$$E(\mathbf k)=-2t\,(\cos k_xa+\cos k_ya),$$

and the band is half filled. The sheet lies between two reservoirs that absorb every electron reaching them. There is no scattering in the sheet, and the contacts reflect nothing. At zero temperature and small bias, find the conductance per width $G/W$ for current along [10] and along [11]. In each case the contact lines are perpendicular to the current. What is the ratio of the two?

## A tempting solution

Let $\mathbf n$ be the unit vector along the current. Linear response suggests a tensor $g_{ij}$ with

$$\frac GW=\sum_{ij}n_i\,g_{ij}\,n_j .$$

A quarter turn of the lattice requires $g_{xx}=g_{yy}$, and the reflection $x\to-x$ requires $g_{xy}=0$. Hence $G/W=g_{xx}(n_x^2+n_y^2)=g_{xx}$ for every direction, and the ratio is 1.

## Where it fails

The symmetry argument is sound for a tensor, but the ballistic conductance is not the contraction of one. To see this, let the left reservoir have the higher electrochemical potential, by $eV$ with $e>0$, and count the electron flow from left to right. States with velocity component $v_n>0$ are filled by the left reservoir, with occupation $f_L$. States with $v_n<0$ are filled by the right one, with $f_R$. Since $E(-\mathbf k)=E(\mathbf k)$, each left-mover has a right-moving partner of equal energy and opposite velocity. The magnitude of the current is therefore

$$\frac IW=2e\int_{v_n>0}\frac{d^2k}{(2\pi)^2}\,v_n\,(f_L-f_R),$$

where the 2 counts spin. For small bias at zero temperature, $f_L-f_R\to eV\,\delta(E-E_F)$, so

$$\frac GW=2e^2\int\frac{d^2k}{(2\pi)^2}\,v_n\,\theta(v_n)\,\delta(E-E_F).$$

By the same pairing of $\mathbf k$ with $-\mathbf k$, $v_n\theta(v_n)$ may be replaced by $|v_n|/2$. A tensor would need a quadratic form in $\mathbf n$, whereas the absolute value $|\mathbf n\cdot\mathbf v|$ is not one. The reservoirs sort electrons by the sign of $v_n$, and that sorting depends on how the contact is cut. Fourfold symmetry still makes [10] and [01] equal, but it does not relate [10] to [11].

## Correct solution

**Fermi energy.** Let $\mathbf Q=(\pi/a,\pi/a)$. Adding $\mathbf Q$ to $\mathbf k$ reverses both cosines, so $E(\mathbf k+\mathbf Q)=-E(\mathbf k)$. Every state below zero has a partner above zero, and half filling puts $E_F$ at 0. The condition $\cos k_xa=-\cos k_ya$ gives the diamond $|k_x|+|k_y|=\pi/a$.

**Counting modes.** With $h=2\pi\hbar$, write $G/W=(2e^2/h)\,m$, where

$$m=\frac{h}{4\pi^2}\int d^2k\,v_n\theta(v_n)\delta(E)=\frac1{2\pi}\int d^2k\,\hbar v_n\,\theta(v_n)\,\delta(E).$$

Let $p$ be the component of $\mathbf k$ along the current and $q$ the component across it. Then $\hbar v_n=\partial E/\partial p$. At fixed $q$, the integral over $p$ adds 1 wherever $E$ rises through zero, because $\int dp\,|\partial E/\partial p|\,\delta(E)=1$ at each crossing. If $N(q)$ is the number of such forward crossings,

$$m=\int\frac{dq}{2\pi}\,N(q).$$

Thus $m$ is the number of forward modes per width.

**Along [10].** Here $p=k_x$, $q=k_y$, and $q$ covers a length $2\pi/a$. For $0<|k_y|<\pi/a$ the crossings are at $k_xa=\pm(\pi-|k_y|a)$. Since $\hbar v_x=2ta\sin k_xa$, the one with the plus sign moves forward. So $N=1$ and

$$m_{10}=\frac1{2\pi}\,\frac{2\pi}{a}=\frac1a .$$

**Along [11].** Put $p=(k_x+k_y)/\sqrt2$ and $q=(k_y-k_x)/\sqrt2$. The sum rule for cosines gives

$$E=-4t\cos\frac{pa}{\sqrt2}\,\cos\frac{qa}{\sqrt2}.$$

The integration region must hold each state once. The reciprocal vector $(2\pi/a)(1,1)$ shifts $p$ by $2\sqrt2\pi/a$ and leaves $q$ alone, while $(2\pi/a)(0,1)$ shifts $q$ by $\sqrt2\pi/a$. A rectangle with these two sides is therefore a full cell, and its area is $4\pi^2/a^2$, as it must be.

Take $|q|<\pi/(\sqrt2a)$, where $\cos(qa/\sqrt2)>0$. Then $E=0$ at $pa/\sqrt2=\pm\pi/2$, and

$$\frac{\partial E}{\partial p}=\frac{4ta}{\sqrt2}\sin\frac{pa}{\sqrt2}\cos\frac{qa}{\sqrt2}$$

is positive at the upper sign. Again $N=1$, but the range of $q$ is shorter:

$$m_{11}=\frac1{2\pi}\,\frac{\sqrt2\,\pi}{a}=\frac1{\sqrt2\,a}.$$

The answer is

$$\boxed{\left(\frac GW\right)_{10}=\frac{2e^2}{h}\frac1a,\qquad \left(\frac GW\right)_{11}=\frac{2e^2}{h}\frac1{\sqrt2\,a},\qquad \text{ratio}=\sqrt2.}$$

In real space, each direction has one forward mode per transverse period of the lattice. That period is $a$ for [10] and $\sqrt2a$ for [11].

**The same result from the diamond.** Integrating the delta function across the Fermi line gives $m=(1/2\pi)\int_{v_n>0}dk\,v_n/|\mathbf v|$, with $dk$ along the line. Each side has length $\sqrt2\pi/a$ and a velocity perpendicular to itself. For [10], two sides move forward at $45^\circ$ to the current:

$$m_{10}=\frac1{2\pi}\cdot2\cdot\frac{\sqrt2\pi}{a}\cdot\frac1{\sqrt2}=\frac1a.$$

For [11], one side moves straight forward and gives $1/(\sqrt2a)$. Two others move exactly sideways and carry nothing. For contacts whose normal is at angle $\phi$ to [10],

$$m(\phi)=\frac{|\cos\phi+\sin\phi|+|\cos\phi-\sin\phi|}{2a}=\frac{\max(|\cos\phi|,|\sin\phi|)}{a}.$$

Here $\phi$ describes the contacts, not the current. For $0<|\phi|<45^\circ$ the forward states fill the same two sides as for [10], so the net current density still points along [10]. The maximum of $m$ lies along the axes and the minimum along the diagonals, so $\sqrt2$ is the largest ratio between any two contact orientations in this model. At the corners of the diamond the velocity vanishes, but these are isolated points and do not change the integral.

## When the tensor argument is right

In a long sample with a constant scattering time $\tau$, the conductivity is

$$\sigma=2e^2\tau\int\frac{d^2k}{(2\pi)^2}\,v_n^2\,\delta(E).$$

Now $v_n^2$ is quadratic in $\mathbf n$, and symmetry does make $\sigma$ isotropic. To evaluate it along $x$, note that on the diamond $|\mathbf v|=\sqrt2|v_x|$ and $dk=\sqrt2\,|dk_x|$. Hence

$$\int d^2k\,v_x^2\delta(E)=\oint\frac{dk\,v_x^2}{\hbar|\mathbf v|}=\frac4\hbar\int_0^{\pi/a}\!dk_x\,\frac{2ta}{\hbar}\sin k_xa=\frac{16t}{\hbar^2},$$

$$\sigma=\frac{8e^2t\tau}{\pi^2\hbar^2}=\frac{2e^2}{h}\,\frac{8t\tau}{\pi\hbar}.$$

The anisotropy thus belongs to the contact-limited regime and fades as scattering in the sheet takes over.

## Other fillings and finite temperature

Let $y=|E|/4t$ and take $E<0$. For [10], a crossing needs $\cos k_xa=2y-\cos k_ya\le1$, or $|k_y|a\le\arccos(2y-1)=2\arccos\sqrt y$. For [11] it needs $\cos(qa/\sqrt2)\ge y$. Therefore

$$m_{10}=\frac2{\pi a}\arccos\sqrt y,\qquad m_{11}=\frac{\sqrt2}{\pi a}\arccos y .$$

The shift by $\mathbf Q$ gives the same counts for $E>0$. Near the band edge, put $y=1-\epsilon$. Then $\arccos\sqrt y\approx\sqrt\epsilon$ and $\arccos y\approx\sqrt{2\epsilon}$, so the ratio tends to 1. The Fermi line has become a small circle.

Near half filling the expansions are

$$a\,m_{10}\approx1-\frac1\pi\sqrt{\frac{|E|}{t}},\qquad \sqrt2\,a\,m_{11}\approx1-\frac{|E|}{2\pi t}.$$

At temperature $T$ these are averaged with $-df/dE$. With $x=|E|/kT$, expanding the weight in powers of $e^{-x}$ gives

$$\langle x^s\rangle=2\int_0^\infty\!\frac{x^se^{-x}\,dx}{(1+e^{-x})^2}=2\Gamma(s+1)\sum_{n\ge1}\frac{(-1)^{n-1}}{n^s}.$$

For $s=1$ this is $2\ln2$. For $s=\tfrac12$ it is $c=\sqrt\pi(1-\sqrt2)\,\zeta(\tfrac12)=1.072$, with $\zeta$ the Riemann zeta function. To leading order, the relative losses of conductance are $(c/\pi)\sqrt{kT/t}$ along [10] and $(\ln2/\pi)\,kT/t$ along [11]. The square root arises at the diamond's corners, where modes along [10] close first.

## Numbers

Take $a=0.4$ nm and $t=0.4$ eV. With $2e^2/h=77.48$ µS,

$$\left(\frac GW\right)_{10}=\frac{77.48\ \text{µS}}{0.4\ \text{nm}}=193.7\ \text{mS/µm},\qquad \left(\frac GW\right)_{11}=137.0\ \text{mS/µm}.$$

The resistances times width are 5.16 and 7.30 Ω µm. Each is the total for both reservoirs, and no choice of metal lowers it while the sheet's bands stay the same.

The mode counts were tested by computing the transmission of hard-walled strips at $E=0.001t$. A [10] strip of width $40a$ transmitted 40.00 modes, and a [11] strip of width $28.28a$ transmitted 20.00. Their ratio per width is 1.4142.

At 300 K, $kT/t=0.0646$. The leading formulas predict losses of 8.7 % and 1.4 %, and the full thermal averages give 8.72 % and 1.43 %. The ratio falls to 1.31.

**Scattering.** For $\tau=10$ fs, $\sigma=1.20$ mS. Adding the ballistic and diffusive resistances is an interpolation. For a length of 10 nm at zero temperature it gives

$$5.16+\frac{0.010\ \text{µm}}{1.20\times10^{-3}\ \text{S}}\approx13.5\ \Omega\,\text{µm}$$

along [10] and 15.6 Ω µm along [11]. The conductance ratio is then 1.16. These are estimates: the Boltzmann equation with the same $\tau$ and relaxation to local equilibrium gives 14.2 and 16.6 Ω µm, 5 to 6 % more, and a ratio of 1.17. Both treatments neglect the level broadening $\hbar/\tau=0.066$ eV, which blurs the corners of the diamond. It hardly changes $\sigma$, but it exceeds $kT$ at 300 K, and averaging the mode counts over a Lorentzian of this full width lowers them by about 13 % along [10] and 5 % along [11], so the last digits of these resistances are not reliable. The two resistance terms are equal at 6.2 nm for [10] and 8.8 nm for [11].

**An imperfect contact.** Raise one row of sites, normal to the current, by $U$. The transverse wave number is conserved, so each mode is a chain with some hopping $\eta$ and phase $\kappa$ per step. Let the transmitted amplitude be $s$ and the reflected one $s-1$, as continuity at the raised site requires. The equation at that site reduces to $-Us=2i\eta\sin\kappa\,(1-s)$, hence

$$|s|^2=\frac1{1+(U/2\eta\sin\kappa)^2}.$$

For [10], $\eta=t$ and $\sin\kappa=|\sin k_ya|$. For [11], $\eta=2t\cos(qa/\sqrt2)$ and $\kappa=\pi/2$. Both averages over the transverse wave number have the form

$$\left\langle\frac{\sin^2\theta}{\sin^2\theta+u^2}\right\rangle=1-\frac{u}{\sqrt{1+u^2}},$$

with $u=U/2t$ for [10] and $u=U/4t$ for [11]. For $U=0.2$ eV the transmitted fractions are 0.757 and 0.876, and the zero-temperature ratio drops to 1.22. The strips gave 0.776 and 0.873. The differences come from their finite number of transverse waves: for [10] the strip value is the average times $41/40$.

**Second-neighbour hopping.** Add $4t_2\cos k_xa\cos k_ya$ to the energy, with $t_2=0.1t$, and keep half filling. The Fermi energy moves to $-0.1045$ eV, and the Fermi line no longer reaches the old corners. Counting crossings gives 2.23 and 1.84 modes per nm, against 2.50 and 1.77 before. The ratio is 1.21 at zero temperature.

**A gap.** Since $\mathbf Q$ carries the whole Fermi line onto itself with $E\to-E$, a staggered site potential $\pm\Delta$ couples states of energy $\varepsilon$ and $-\varepsilon$. The new energies are $\pm\sqrt{\varepsilon^2+\Delta^2}$, and no modes remain for $|E|<\Delta$. With the Fermi energy in mid-gap, the zero-temperature conductance vanishes, provided the sheet is long enough to suppress tunnelling between the reservoirs. For $\Delta=0.05$ eV at 300 K, about a quarter of the gapless conductance survives in both directions, if the sheet is that long and the contacts still reflect nothing. That quarter is close to the thermal weight outside the gap, $2/(1+e^{\Delta/kT})=0.25$. Gapless leads reflect some electrons at the ends of the gapped sheet and lower the fraction to about 0.16 for sheets of 30 to 100 nm. A 10 nm sheet is too short for this gap: between gapless leads, tunnelling still carries roughly 6 % ([10]) and 17 % ([11]) of the gapless conductance in mid-gap at zero temperature, against less than 0.2 % at 30 nm.

## Relation to real planes

The spacing and hopping are roughly those of copper-oxide planes, and the conductances are per plane. The comparison stops there, because undoped, half-filled copper-oxide planes are correlated insulators. The assumption of independent electrons fails, and the metallic values above do not apply to them. Their gaps are of order 1 eV, far larger than the 0.05 eV half-gap used here, which already removes three quarters of the conductance at 300 K. Doping restores metallic conduction but moves the filling away from one half, and second-neighbour hopping in these planes can exceed $0.1t$. The factor $\sqrt2$ is therefore a property of the ideal band and its contacts. Within this model, temperature, scattering, a raised row and second-neighbour hopping, each taken alone at the values above, reduce it to roughly 1.2 to 1.3. The numerical output lists the values for each case.

## Computed values

```
lattice spacing a = 0.40 nm
hopping t = 0.40 eV
conductance quantum 2e^2/h = 77.481 uS
electrons per site and spin at E_F = 0: 0.500000
[10] modes per width = 2.5000 1/nm
[10] conductance per width = 193.70 mS/um
[10] resistance times width = 5.163 ohm um
[10] test strip: width 40.000 a, transmission 40.0000
[11] modes per width = 1.7678 1/nm
[11] conductance per width = 136.97 mS/um
[11] resistance times width = 7.301 ohm um
[11] test strip: width 28.284 a, transmission 20.0000
ballistic ratio [10]/[11] = 1.414214
ratio from test strips = 1.41421
ratio close to band edge (E = -3.9999 t) = 1.00000
temperature = 300 K, kT/t = 0.06463
thermal coefficient c = 1.07215
[10] thermal conductance = 176.81 mS/um
[10] thermal loss = 8.72 %
[11] thermal conductance = 135.01 mS/um
[11] thermal loss = 1.43 %
thermal ratio = 1.3096
second-neighbour hopping t2/t = 0.10
half-filling Fermi energy with t2 = -0.1045 eV
[10] modes per width with t2 = 2.228 1/nm
[11] modes per width with t2 = 1.842 1/nm
zero-temperature ratio with t2 = 1.209
half-gap = 0.050 eV
[10] 300 K conductance with gap / without gap = 0.2453
[11] 300 K conductance with gap / without gap = 0.2506
raised row U = 0.20 eV
[10] transmitted fraction: formula 0.7575, strip 0.7764
[11] transmitted fraction: formula 0.8760, strip 0.8733
ratio with raised row = 1.2229
scattering time = 10.0 fs, length = 10.0 nm
diffusive sheet conductivity = 1.199 mS
[10] length of equal resistances = 6.19 nm
[10] estimated total resistance x width = 13.50 ohm um
[11] length of equal resistances = 8.75 nm
[11] estimated total resistance x width = 15.64 ohm um
conductance ratio at this length = 1.1584
```
